\section*{Safe ray marching with signed distance in a coated trench}

\section{Which atoms reach the floor?}

Metal atoms fall on a wafer that carries a long, narrow trench. As the film grows, it thickens at the upper corners into rounded lobes that shade the floor. To find the arrival rate at a floor point, one follows straight lines from that point back towards the source and asks which of them leave the trench without meeting the film. Each line is a ray
\begin{equation}
\mathbf x(t)=\mathbf x_0+t\,\mathbf u,\qquad |\mathbf u|=1,\quad t\ge 0,
\end{equation}
so that $t$ is a length. The task is to find the first value $t_*$ at which the ray touches solid, or to show that there is none.

Testing the ray at fixed intervals wastes work in the open middle of the trench and can jump over the thin edge of a lobe. Suppose instead that at each gas point $\mathbf x$ we know $d(\mathbf x)$, the distance to the nearest solid in any direction. A step of length $d$ cannot enter solid, whatever its direction.

\section{Two marches by hand}

Take first a flat film and a ray that starts at height $100$ nm and descends at $60^\circ$ to the surface normal. The nearest solid is straight below, so $d$ equals the height $h$. A step of length $h$ along the ray lowers the height by $h\cos60^\circ=h/2$:
\begin{equation}
h:\;100\to50\to25\to12.5\to\cdots\ \text{nm}.
\end{equation}
The steps add up to $100+50+25+\cdots=200$ nm, which is the length $100/\cos60^\circ$ of the ray down to the film. The march approaches the film and never crosses it. Nor does it arrive in a finite number of steps, so we stop when $d<\varepsilon$, with $\varepsilon=0.001$ nm. Since $100/2^{16}=0.0015$ and $100/2^{17}=0.0008$, this takes 17 steps.

Now take a trench $200$ nm wide and $400$ nm deep, with its top at $y=0$, its floor at $y=-400$ nm and its walls at $x=\pm100$ nm. A lobe of radius $r=40$ nm is centred on each upper corner. A ray starts $1$ nm above the middle of the floor and goes straight up. At first the floor is nearest, so each step doubles the height above it:
\begin{equation}
1\to2\to4\to8\to16\to32\to64\to128\ \text{nm}.
\end{equation}
Then the walls are nearest, and two steps of $100$ nm lead to $328$ nm, or $y=-72$ nm. There the lobes are nearest, at $\sqrt{100^2+72^2}-40=83$ nm. The next point is $y=11$ nm, where the distance is $\sqrt{100^2+11^2}-40=61$ nm, and one more step carries the ray above the lobes. Eleven steps have covered about $470$ nm.

The start $1$ nm above the floor is needed. On the floor itself $d=0$, the step is zero and the march stalls.

\section{The general method}

Let $S$ be the closed set of all solid, substrate and film, held still while the rays are traced. The march is
\begin{equation}
t_0=0,\qquad t_{k+1}=t_k+d(\mathbf x(t_k)).
\label{march}
\end{equation}

\paragraph{Safety.} Suppose the ray hits $S$ first at $t_*$, and that $t_k\le t_*$. The hit point belongs to $S$ and lies at distance $t_*-t_k$ from $\mathbf x(t_k)$. The nearest solid point cannot be farther than this one, so
\begin{equation}
d(\mathbf x(t_k))\le t_*-t_k
\quad\Longrightarrow\quad t_{k+1}\le t_* .
\label{safe}
\end{equation}
Since $t_0=0\le t_*$, induction gives $t_k\le t_*$ for every $k$. The proof uses one property of the step: it is no longer than the true distance. Any smaller positive step is safe too.

\paragraph{Convergence.} The distance varies continuously. If $\mathbf s$ is the solid point nearest to $\mathbf y$, then
\begin{equation}
d(\mathbf x)\le|\mathbf x-\mathbf s|\le|\mathbf x-\mathbf y|+d(\mathbf y),
\end{equation}
and exchanging $\mathbf x$ and $\mathbf y$ gives
\begin{equation}
|d(\mathbf x)-d(\mathbf y)|\le|\mathbf x-\mathbf y|.
\label{lip}
\end{equation}
For a ray that hits, the $t_k$ increase and are bounded by $t_*$, so they have a limit and their increments $d(\mathbf x(t_k))$ tend to zero. By continuity $d=0$ at the limit, which is therefore a point of $S$. It does not lie beyond $t_*$, and $t_*$ is the first contact, so the limit is $t_*$.

If a ray instead keeps a clearance of at least $c>0$ over a length $\ell$, each step is at least $c$, and it leaves this stretch after at most $\ell/c+1$ steps.

\paragraph{Signed distance.} A profile code can store a function that equals $d$ in the gas and minus the distance to the surface in the solid. It obeys (\ref{lip}) as well. For two points on opposite sides, the segment between them crosses the surface at some $\mathbf z$. The difference of the signed values is the sum of the two distances, which is at most $|\mathbf x-\mathbf z|+|\mathbf z-\mathbf y|=|\mathbf x-\mathbf y|$. The march uses the positive values, and the sign tells gas from solid.

\paragraph{Several bodies.} The solid point nearest to a gas point belongs to one of the bodies, so the distance to a union is the smallest of the separate distances. For the trench, with lengths in nm, these are $y+400$ for the floor, $\sqrt{\max(100\mp x,0)^2+\max(y,0)^2}$ for the side blocks and $\sqrt{(x\mp100)^2+y^2}-40$ for the lobes. Inside the solid this minimum need not be the signed distance, but the march stays outside.

\section{How many steps?}

On a plane, with $\theta$ the angle between ray and normal, one step changes the height from $h$ to $h-h\cos\theta$. After $N$ steps
\begin{equation}
h_N=h_0(1-\cos\theta)^N,
\end{equation}
and $h_N<\varepsilon$ requires
\begin{equation}
N>\frac{\ln(\varepsilon/h_0)}{\ln(1-\cos\theta)} ,
\end{equation}
where the inequality has turned because $\ln(1-\cos\theta)<0$. At normal incidence one step suffices. For $h_0=100$ nm, $60^\circ$ takes 17 steps and $85^\circ$ takes 127.

A smooth curved surface looks flat from close by. If $g=t_*-t$ is the gap left along the ray, then $d=g\cos\theta+O(g^2)$, and the ratio of successive gaps tends to $1-\cos\theta$. Consider a ray whose line passes $36$ nm from the centre of a lobe of radius $40$ nm. It has $\sin\theta=0.9$ and $\cos\theta=0.436$, which gives a ratio of $0.564$. The march computed with the full distance settles at the same value.

Rays that narrowly miss are slow too. Let a ray pass a lobe with clearance $q\ll r$, and let $s$ be the position along it measured from the closest point. Then
\begin{equation}
d(s)=\sqrt{(r+q)^2+s^2}-r\simeq q+\frac{s^2}{2r}
\qquad(|s|\ll r).
\end{equation}
A step has length $d$, so a stretch $\mathrm ds$ takes about $\mathrm ds/d$ steps, as long as $d$ changes little within one step. That holds because $|d'|\simeq|s|/r\ll1$. With $s=\sqrt{2rq}\,v$,
\begin{equation}
N\simeq\int_{-\infty}^{\infty}\frac{\mathrm ds}{q+s^2/2r}
=\frac{\sqrt{2rq}}{q}\int_{-\infty}^{\infty}\frac{\mathrm dv}{1+v^2}
=\pi\sqrt{\frac{2r}{q}} .
\label{near}
\end{equation}
The integral collects its value at $|s|\sim\sqrt{2rq}\ll r$, so the infinite limits do little harm. For $q=0.004$ nm the estimate is 444 steps and a direct count gives 446. A clearance a hundred times smaller takes ten times as many: 4443 estimated, 4444 counted. These counts were made without a stopping distance. In use, a stopping distance $\varepsilon>q$ cuts such a crawl short, at a price.

\section{The price of stopping early}

A ray that hits always comes within $\varepsilon$ of the film and is recorded as a hit. A ray with clearance $\varepsilon$ or more is never recorded as one. In between, the verdict depends on where the steps fall. The computed edge of visibility past a lobe therefore lies between the tangents to circles of radius $r$ and $r+\varepsilon$.

From the start point above the middle of the floor, the two tangents for $\varepsilon=0.5$ nm lie at $8.4896^\circ$ and $8.4196^\circ$ from the vertical. The march puts the edge at $8.4196^\circ$, so the film acts as if it were thicker by the whole of $\varepsilon$. The reason is that near the closest point the steps are about $0.5$ nm long, so some sample lies within about $0.25$ nm of it. There $d$ exceeds its minimum by only $0.25^2/(2\times40)\simeq0.0008$ nm. The floor flux, which section 7 shows to be the sine of this angle, drops by $0.8\%$. With $\varepsilon=0.001$ nm the edge is at $8.4895^\circ$.

A ray that narrowly misses a lobe can thus be recorded there, although it would land far beyond. If the ray is recorded on the surface it truly hits, the recorded hit still lies early. On a flat wall the shortfall is less than $\varepsilon/\cos\theta$, with $\theta$ measured from the wall's normal, and this limit grows without bound towards grazing incidence. On a lobe the shortfall has a fixed bound. Let the line of the ray pass at distance $b\le r$ from the centre of a lobe. It enters the circle of radius $r+\varepsilon$ at $\sqrt{(r+\varepsilon)^2-b^2}$ before its closest point, and the lobe itself at $\sqrt{r^2-b^2}$ before it. The difference grows with $b$ and is largest at $b=r$:
\begin{equation}
t_*-t_{\rm stop}\le\sqrt{(r+\varepsilon)^2-r^2}=\sqrt{2r\varepsilon+\varepsilon^2}.
\end{equation}
For $\varepsilon=0.001$ nm this bound is $0.28$ nm. Among 4000 rays from the floor, compared with intersections found from the equations of lines and circles, the largest shortfall was $0.019$ nm, and no ray passed its true hit.

\section{When the stored function is not the distance}

\paragraph{A level set with the wrong slope.} A level-set function $\phi$ is zero on the surface and positive in the gas, but after the surface has been moved its slope need not be one. Suppose $|\nabla\phi|\le L$ in a region that contains the straight segment from $\mathbf x$ to its nearest surface point. Along this segment, of length $d$, $\phi$ falls to zero at a rate of at most $L$, so
\begin{equation}
\phi(\mathbf x)\le L\,d(\mathbf x),
\end{equation}
and $\phi/L$ is a safe step. A correct slope at the surface alone is not enough. For a cylinder of radius $r$, with $\rho$ the distance from its axis, take
\begin{equation}
\phi=\frac{\rho^2-r^2}{2r}=(\rho-r)\,\frac{\rho+r}{2r},\qquad
|\nabla\phi|=\frac{\rho}{r}.
\end{equation}
The slope is one at $\rho=r$. Yet for $r=40$ nm and $\rho=100$ nm, $\phi=(10000-1600)/80=105$ nm, while the gap is $60$ nm. A step of $\phi$ straight towards the axis ends inside the solid. The largest slope for $\rho\le100$ nm is $L=2.5$, and the step $105/2.5=42$ nm is safe. Safety costs speed: close to the surface $\phi/L\simeq d/L$, and each step multiplies the gap by $1-\cos\theta/L$. At normal incidence this factor is $0.6$ instead of zero. Restoring unit slope after each surface move avoids this cost.

\paragraph{Values on a grid.} Let the signed distance be known at the nodes $\mathbf x_i$ of a square grid of spacing $h$ and interpolated bilinearly, $I(\mathbf x)=\sum_iw_id(\mathbf x_i)$, with weights $w_i\ge0$ that add up to one. By (\ref{lip}),
\begin{equation}
|I-d|\le\sum_iw_i|d(\mathbf x_i)-d(\mathbf x)|
\le\sum_iw_i|\mathbf x_i-\mathbf x|
\le\Big(\sum_iw_i|\mathbf x_i-\mathbf x|^2\Big)^{1/2},
\end{equation}
where the last step holds because the square of a mean never exceeds the mean square. Let the point lie at fractions $a$ and $b$ of the cell. The horizontal part of the sum is
\begin{equation}
(1-a)(ah)^2+a\,[(1-a)h]^2=h^2a(1-a)\,[a+(1-a)]=h^2a(1-a),
\end{equation}
and the vertical part is the same with $b$. Each of $a(1-a)$ and $b(1-b)$ is at most $1/4$, so
\begin{equation}
|I-d|\le h\sqrt{a(1-a)+b(1-b)}\le\frac{h}{\sqrt2}\equiv m .
\label{margin}
\end{equation}
The step $I-m$ never exceeds $d$ and is safe.

A constant margin that is to serve for arbitrary shapes cannot be smaller than $m$. Put a bump of radius $1$ nm at the centre of a cell with $h=5$ nm. All four nodes lie $3.536$ nm from its centre and store $2.536$ nm, so $I=2.536$ nm throughout the cell. The signed distance at the centre is $-1$ nm, and the error there equals $m=3.536$ nm. The march only needs $I$ minus the margin to stay below $d$ in the gas. On the surface of the bump $d=0$ and the error is $2.536$ nm, which is $m$ minus the bump radius, so the margin needed tends to $m$ as the bump shrinks. Without the margin the bump does not exist for the march. With it, $I-m<0$ and the ray stops.

For the trench on the same $5$ nm grid, the nodes store the minimum over the bodies from section 3. Inside the solid this need not be the signed distance, but it equals $d$ in the gas and, as a minimum of functions that obey (\ref{lip}), obeys (\ref{lip}) itself. The proof of (\ref{margin}) uses nothing more. On this grid 3000 rays were sent down from above. Without the margin 1542 of them stopped beyond the true surface, by up to $1.8$ nm along the ray. Lobes favour this error. The distance to a convex body is a convex function, and a weighted mean of its node values is never below its value at the mean position, so $I\ge d$ where one lobe is nearest to the point and all four nodes. The excess is at most about $h^2/(8r)=0.08$ nm, but a ray that cuts less deeply than this into a lobe can pass right through it. None of the 3000 rays did, though a larger sample may contain some. The exposed flat faces lie along grid lines, so the interpolation reproduces the distance to them exactly, and taking the minimum over the bodies can only lower it. All 1542 late stops are therefore on lobes.

With the margin no ray passed its hit. The march ends when $I-m<\varepsilon$, where (\ref{margin}) guarantees
\begin{equation}
d\le I+m<2m+\varepsilon=7.07\ \text{nm}.
\end{equation}
The largest distance actually left was $3.9$ nm. The stop thus means ``close to the film'', not ``hit''. From there a direct intersection with the nearby surface elements must decide, and if it finds none, it must carry the ray out of the zone before marching resumes. Rays that start on the film need the same help. If the local test uses the same node values, it will miss the small bump again.

\section{From rays to flux}

Let the source send equal intensity into all downward directions, so that the flux on a flat surface follows the cosine law $\cos\vartheta\,\mathrm d\Omega/\pi$, with $\vartheta$ measured from the vertical. The trench is uniform along its length, so whether a ray escapes depends only on its projection onto the cross-section. Let $\varphi$ be the angle of this projection from the vertical and $\psi$ the elevation out of the cross-section. Then $\cos\vartheta=\cos\psi\cos\varphi$ and $\mathrm d\Omega=\cos\psi\,\mathrm d\psi\,\mathrm d\varphi$, and
\begin{equation}
\frac{\cos\varphi\,\mathrm d\varphi}{\pi}\int_{-\pi/2}^{\pi/2}\cos^2\psi\,\mathrm d\psi
=\tfrac12\cos\varphi\,\mathrm d\varphi .
\end{equation}
The sky is visible from $-\varphi_L$ to $\varphi_R$, so the direct flux relative to an open flat surface is
\begin{equation}
V=\tfrac12(\sin\varphi_R+\sin\varphi_L).
\end{equation}
Rays spaced equally in $\sin\varphi$ carry equal weight, and $V$ is the fraction that escapes.

The edge can also be found without marching. If a lobe centre lies $\Delta x$ to the side and $H$ above the start, at distance $D=\sqrt{\Delta x^2+H^2}$, the tangent that passes inside it has
\begin{equation}
\varphi=\arctan\frac{\Delta x}{H}-\arcsin\frac rD .
\end{equation}
Here $\Delta x=100$ nm, $H=399$ nm and $D=411.3$ nm, so $\varphi=14.07^\circ-5.58^\circ=8.49^\circ$ and $V=\sin\varphi=0.1476$. The fan of 4000 rays gives $0.1475$, within its resolution of $1/4000$. At $x=50$ nm the two results are $0.1438$ and $0.1437$. Starting at the floor itself, $H=400$ nm, would give $0.1473$, so the start offset raises $V$ by $0.2\%$. Without lobes $V$ would be $100/411.3=0.243$: the lobes remove $39\%$ of the direct flux.

The march needed $21.5$ distance evaluations per ray on average and 112 at most. The mean ray length is $242$ nm, so steps of $1$ nm would need about eleven times as many. This compares evaluations, not computing time. Fixed steps of $40$ nm are cheap, but they let 12 rays pass through a lobe, because a chord shorter than the step can fall between two samples. Those rays would raise $V$ by $12/4000=0.003$, or $2\%$. This count depends on where the samples happen to fall. Every ray with a chord shorter than $40$ nm is at risk, that is, every ray whose line passes more than $\sqrt{40^2-20^2}=34.6$ nm from a lobe centre. There are about 52 of these in the fan, so other sample positions can let through anything from none to about 52, or $9\%$ of $V$.

\section{Beside a real deposition}

The trench has round model dimensions. As a real setting, take sputtered erbium in argon at roughly $3$ mTorr and $300$ K, with growth at roughly $0.5$ nm/s. An erbium atom of mass $M$ that has cooled to the gas temperature moves relative to argon atoms of mass $m_{\rm Ar}$ faster than its own mean speed by the factor $\sqrt{1+M/m_{\rm Ar}}$. With gas density $n$ and a rough collision diameter $\sigma=0.4$ nm, its mean free path is
\begin{equation}
\lambda=\frac{1}{n\pi\sigma^2\sqrt{1+M/m_{\rm Ar}}}=9\ \text{mm}.
\end{equation}
In the cross-section the longest escaping ray measures $444$ nm, and over this length the chance of a collision is $5\times10^{-5}$. A ray at elevation $\psi$ is longer by the factor $1/\cos\psi$. Its mean over the flux, with weight $\cos^2\psi$, is only $2/(\pi/2)=4/\pi$, so straight rays are justified. At thermal speed a flight of $444$ nm takes about $2$ ns, in which the film grows by $10^{-9}$ nm, so the surface may be held still. The cooled atom is a cautious case, not the typical one: at this pressure heavy sputtered atoms lose their energy slowly, and most of them cross $5$ to $10$ cm of gas and arrive with well above thermal energy. Such atoms have a longer free path and a shorter flight, so both conclusions hold for them too. Their angular spread need not follow the cosine law, and reflection or resputtering by fast atoms is not modelled here.

Atoms that do not stick matter more. Let $F$ be the total arrival rate on the same scale as $V$, and let a fraction $1-s$ leave again with a cosine distribution. Then
\begin{equation}
F=V+(1-s)\int F'\,\mathrm dK,\qquad \int\mathrm dK=1-V,
\end{equation}
where $F'$ is the arrival rate at the film seen in each blocked direction. At the point where $F$ has its largest value $M_F$, with direct part $V_m$, replacing $F'$ by $M_F$ gives $M_F\le V_m+(1-s)(1-V_m)M_F$, hence
\begin{equation}
M_F\le\frac{V_m}{V_m+s(1-V_m)}\le1 .
\end{equation}
The added flux is therefore at most $(1-s)(1-V)$. For a rough $s=0.95$ this bound is $0.043$. Following random paths back from the floor gives $0.003$, or $2\%$ of $V$. The bound is loose because it lets the film in view receive the full open flux, while the ratio $0.0031/0.0426$ shows that it receives about $7\%$ of it on average.

With sticking this close to one, the form of the source matters more than re-emission. Much weaker sticking could reverse that order. The angular spread at a real wafer depends on target, distance and gas. If the flux carries one more factor $\cos\vartheta$, the weight becomes $(2/\pi)\cos^2\varphi\,\mathrm d\varphi$ and
\begin{equation}
V'=\frac2\pi(\varphi+\sin\varphi\cos\varphi)=0.187,
\end{equation}
which is $27\%$ more. Lobes $2$ nm larger lower $V$ by $3\%$. Diffusion of atoms along the film changes its later shape, not the arrival on a given surface, and is left out. For these numbers the angular distribution of the source deserves attention well before a smaller $\varepsilon$ does. The numerical output below lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
trench width, depth, lobe radius: 200, 400, 40 nm
stopping distance, start offset: 0.001, 1.0 nm
rays in fan: 4000
floor-centre flux V, marched fan: 0.1475
floor-centre flux V, tangent formula: 0.1476
same without lobes: 0.2431
V at x = 50 nm, fan and formula: 0.1437, 0.1438
edge angle, tangent formula: 8.4896 deg
edge angle, march, eps 0.001 nm: 8.4895 deg
edge angle, march, eps 0.5 nm: 8.4196 deg
tangent for radius R + 0.5 nm: 8.4196 deg
largest stop before true hit, bound: 0.0191, 0.2828 nm
distance evaluations per ray, mean, max: 21.5, 112
mean ray length (= evaluations at 1 nm steps): 242.2 nm
rays through a lobe at fixed 40 nm steps: 12
gap ratio on lobe, impact 36 nm: 0.5641
gap ratio, 1 - cos(theta): 0.5641
plane, 100 nm to eps, steps at 60 deg: 17
plane, 100 nm to eps, steps at 85 deg: 127
near miss by 0.00400 nm: steps 446, estimate 444.3
near miss by 0.00004 nm: steps 4444, estimate 4442.9
algebraic level set at rho = 100 nm: raw step 105.0 nm
true gap there: 60.0 nm; largest slope L: 2.500
safe step there: 42.0 nm
grid spacing, margin: 5.0, 3.536 nm
bump radius 1.0 nm: smallest interpolated value 2.536 nm
grid rays: 3000; past the surface without margin: 1542
largest overshoot without margin: 1.785 nm
largest t - t* with margin: -3.465 nm
largest distance left at stop with margin: 3.933 nm
bound on distance left: 7.072 nm
Ar pressure, temperature (rough): 3 mTorr, 300 K
Er-Ar collision diameter (rough): 0.4 nm
Er mean free path in Ar: 9.0 mm
longest escaping ray: 443.8 nm; collision chance 4.9e-05
thermal Er speed: 195 m/s; flight time 2.28 ns
growth rate (rough): 0.5 nm/s; in flight 1.1e-09 nm
sticking (rough): 0.95; added flux by re-emission: 0.0031
bound on added flux: 0.0426
re-emission relative to V: 2.1 %
V for source peaked by one more cosine: 0.1873
change from peaked source: 26.9 %
V for lobes 2 nm larger: 0.1428
change from larger lobes: -3.3 %
\end{verbatim}
